\section*{Resistivity saturation and the parallel-resistor formula in a large-N electron-phonon model, part 2}

What does a fit of the parallel-resistor form
\begin{equation}
\frac1\rho=\frac{1}{cT}+\frac{1}{\rho_{\rm sat}}
\label{parallel}
\end{equation}
measure? For free electrons (density $n$, $z$ per volume $a^3$, Fermi wave vector $k_F$, velocity $v_F$, mean free path $l$),
\begin{equation}
\sigma=\frac{e^2k_F^2\,l}{3\pi^2\hbar}.
\label{sphere}
\end{equation}

The model is a simple cubic lattice with $N\to\infty$ orbitals per site, one electron per orbital, and neighbour hopping $H_{ia,jb}=-t\,\delta_{ab}+\alpha u_{ij}^{ab}/\sqrt N$. The oscillator coordinates $u$ (spring constant $K$, frequency $\omega_0$) are frozen Gaussian variables; $g^2=\alpha^2k_BT/K$, $s=6g^2=\lambda k_BT/N_0$, with $\lambda$ the Eliashberg coupling. For the quoted 20 meV phonon, $x=\hbar\omega_0/2k_BT$.

Units are $t=a=\hbar=1$ unless restored. The band is $\varepsilon_{\mathbf k}=-2(\cos k_x+\cos k_y+\cos k_z)$, with $v_x=2\sin k_x$, density of states $D$ per site, spin and orbital, $N_0=D(0)=0.1427$, Fermi-surface area $S_1=92.88$ per band ($S_F=NS_1$) and mean speed $\langle|v|\rangle=2.677$. The averaged $G=(\omega-H)^{-1}$ has self-energy
\begin{equation}
\Sigma(\omega)=s\int d\varepsilon\,\frac{D(\varepsilon)}{\omega-\Sigma(\omega)-\varepsilon}.
\label{scba}
\end{equation}

With $f$ the Fermi function and $\mu=0$, $\sigma=N(e^2/\hbar a)\int d\omega(-f')(\sigma_{00}+\sigma_{11})$. The band velocity $v_0$ and phonon-assisted velocity $v_1$ give
\[
\sigma_{00}=2\pi\int d\varepsilon\,\Phi(\varepsilon)A^2,\qquad\sigma_{11}=4\pi g^2A_{\rm loc}^2=\frac{2\pi}{3}sA_{\rm loc}^2,
\]
where $\Phi(\varepsilon)=\langle v_x^2\,\delta(\varepsilon-\varepsilon_{\mathbf k})\rangle_{\mathbf k}$ and $A_{\rm loc}=\int DA\,d\varepsilon$. At $\omega=0$, $\Sigma=-i\Gamma$, $\Gamma=sI$, $I=\pi A_{\rm loc}$, $A=\pi^{-1}\Gamma/(\varepsilon^2+\Gamma^2)$ and $\tilde\sigma=\sigma_{00}+\sigma_{11}$. Weak scattering gives
\begin{equation}
\tilde\sigma=\frac{\Phi_0}{\pi N_0s}+B+O(s),\qquad B=\frac{\Phi_0J}{\pi N_0}.
\label{weak}
\end{equation}
Here $\Phi_0=\Phi(0)=0.3341$, $J=\int d\varepsilon\,(N_0-D)/\varepsilon^2$, $\Phi_0/\pi N_0=0.745$ (the Born coefficient) and $B=0.0685$.

In Boltzmann theory $\bar l=\tau\langle|v|\rangle$ with $\hbar/\tau=2\pi\lambda k_BT$. The Ioffe--Regel criterion $\bar l=a$ gives $\rho_{\rm IR}=12\pi^3\hbar/(e^2S_Fa)$ and $k_BT_{\rm IR}=\hbar\langle|v|\rangle/2\pi\lambda a$.

The worked example uses $a=3$ \AA, $t=0.25$ eV, $N=5$, $\lambda=1.5$; for this $a$, $\hbar a/e^2=123.25\ \mu\Omega$\,cm.

\subsection{Strong scattering}

Use $sI=\Gamma$ in $\sigma_{11}=(2/3\pi)sI^2$, and write both channels as zone averages:
\begin{equation}
\sigma_{11}=\frac{2}{3\pi}\Big\langle\frac{1}{1+\varepsilon^2/\Gamma^2}\Big\rangle,\qquad\sigma_{00}=\frac{2}{\pi\Gamma^2}\Big\langle\frac{v_x^2}{(1+\varepsilon^2/\Gamma^2)^2}\Big\rangle .
\end{equation}
Since $|\varepsilon|\le6$, the series in $\varepsilon^2/\Gamma^2$ converge for $\Gamma>6$. With $c=\cos k$, the one-dimensional averages are $\langle c^2\rangle=\frac12$, $\langle c^4\rangle=\frac38$, $\langle c^6\rangle=\frac5{16}$, hence $\langle\sin^2k\,c^2\rangle=\frac18$ and $\langle\sin^2k\,c^4\rangle=\frac1{16}$; odd powers vanish. For $w=c_y+c_z$, $\langle w^2\rangle=1$ and $\langle w^4\rangle=\frac34+\frac64=\frac94$. The multinomial expansion gives
\begin{align}
\langle\varepsilon^2\rangle&=4\cdot\tfrac32=6, &\langle v_x^2\rangle&=4\cdot\tfrac12=2,\nonumber\\
\langle\varepsilon^4\rangle&=16\,(3\cdot\tfrac38+3\cdot6\cdot\tfrac14)=90, &\langle v_x^2\varepsilon^2\rangle&=16\,(\tfrac18+\tfrac12)=10,\nonumber\\
\langle\varepsilon^6\rangle&=64\,(3\cdot\tfrac5{16}+6\cdot15\cdot\tfrac3{16}+90\cdot\tfrac18)=1860, &\langle v_x^2\varepsilon^4\rangle&=64\,(\tfrac1{16}+\tfrac68+\tfrac98)=124.
\end{align}
With $(1+y)^{-1}=1-y+y^2-\dots$ and $(1+y)^{-2}=1-2y+3y^2-\dots$,
\begin{align}
\pi\sigma_{11}&=\tfrac23-4\Gamma^{-2}+60\Gamma^{-4}-1240\Gamma^{-6}+\dots,\nonumber\\
\pi\sigma_{00}&=4\Gamma^{-2}-40\Gamma^{-4}+744\Gamma^{-6}-\dots,\nonumber\\
\tilde\sigma&=\frac{2}{3\pi}+\frac{20}{\pi\Gamma^4}-\frac{496}{\pi\Gamma^6}+\dots
\label{strong}
\end{align}
The condition $\Gamma=sI$ reads $\Gamma^2=s(1-6/\Gamma^2+\dots)$, so $\Gamma^2=s-6+O(1/s)$. The conductivity tends to $\sigma_\infty=2/3\pi=0.2122$, that is
\begin{equation}
\rho_\infty=\frac{3\pi}{2N}\frac{\hbar a}{e^2},
\end{equation}
independent of $t$ and $\lambda$: the squared assisted velocity grows as $s$ while $A_{\rm loc}^2$ falls as $1/s$. The coefficient 4.712 is close to the Ioffe--Regel coefficient $12\pi^3/S_1=4.006$. Both are pure numbers times $\hbar a/Ne^2$, because $a$ is the only length left, but their closeness is a property of this lattice.

The terms in $\Gamma^{-2}\sim1/T$, which (\ref{parallel}) would require, cancel. To this order $t^2$ simply adds to the bond variance, $\tilde\sigma\approx4\pi(t^2+g^2)A_{\rm loc}^2$ with $\pi^2A_{\rm loc}^2\approx1/6(t^2+g^2)$, and the product is again $2/3\pi$. The plateau is approached from above as $T^{-2}$. At $s=1600$, $\Gamma=39.93$, the computed excess $\tilde\sigma-\sigma_\infty$ is 0.978 of $20/\pi\Gamma^4$. The last term of (\ref{strong}) accounts for a deficit of $24.8/39.93^2=1.6\%$; the remainder is an error of the energy grid, since zone averages evaluated without it give 0.985.

\subsection{Where the plateau ends}

For $s\gg t^2$ the band can be dropped, and (\ref{scba}) becomes $G=1/(\omega-sG)$, a quadratic with retarded root $G=(\omega-i\sqrt{4s-\omega^2})/2s$. Then $A_{\rm loc}^2=(4s-\omega^2)/4\pi^2s^2$ and $\sigma_{11}=\sigma_\infty(1-\omega^2/4s)$. The Fermi window has $\int\omega^2(-f')d\omega=\pi^2(k_BT)^2/3$, so the relative loss of conductivity is $\pi^2(k_BT)^2/12s=\pi^2T/12T^*$ with $k_BT^*=\lambda/N_0$. The plateau exists only for degenerate electrons, $T\ll T^*$; beyond that $\rho$ rises again.

\section{What the parallel form can fit}

Multiplying (\ref{parallel}) by $T$ gives $T/\rho=1/c+T/\rho_{\rm sat}$, a straight line. In the degenerate model $s\propto T$, and the local slope $d(s\tilde\sigma)/ds$ plays the part of $1/\rho_{\rm sat}$. By (\ref{weak}) it is $B=0.0685$ at small $s$. By (\ref{strong}), $s\tilde\sigma\approx\sigma_\infty s+20/\pi s$, so the slope is $\sigma_\infty-20/\pi s^2$, reaching 0.2122 from below; the computed value at $s=200$ is 0.2121. The intercept of the tangent falls from 0.745 to $40/\pi s\to0$. The two limits differ by a factor of three in slope, so no single pair $(c,\rho_{\rm sat})$ is exact in this model, and a fit returns values that belong to its temperature window.

The fit minimizes $\sum_i[(p/T_i+q)\rho_i-1]^2$, the squared relative error of the conductivity, with $p=1/c$ and $q=1/\rho_{\rm sat}$. Setting the derivatives to zero gives, with $y_i=\rho_i/T_i$,
\begin{equation}
p\sum y_i^2+q\sum y_i\rho_i=\sum y_i,\qquad p\sum y_i\rho_i+q\sum\rho_i^2=\sum\rho_i .
\end{equation}

\section{Worked example}

Take round parameters $a=3$ \AA, $t=0.25$ eV, $N=5$, $\lambda=1.5$. The resistivity unit is $123.25/5=24.65\ \mu\Omega$\,cm. Then
\begin{align}
\rho_{\rm IR}&=4.006\times24.65=98.7\ \mu\Omega\,{\rm cm}=9.87\times10^{-7}\ \Omega\,{\rm m},\nonumber\\
\rho_\infty&=4.712\times24.65=116\ \mu\Omega\,{\rm cm},\nonumber\\
k_BT_{\rm IR}&=\frac{2.677\times0.25\ {\rm eV}}{2\pi\times1.5}=0.0710\ {\rm eV},\qquad T_{\rm IR}=824\ {\rm K}.
\end{align}
Since $\bar l/a=T_{\rm IR}/T$, the Boltzmann slope is $c_B=98.7/824=0.1198\ \mu\Omega$\,cm/K. The small-$s$ slope $B$ corresponds to a local $\rho_{\rm sat}=24.65/0.0685=360\ \mu\Omega$\,cm.

Equation (\ref{scba}) was solved from 300 to 1500 K in steps of 100 K, with the Fermi window included. At 300 K, $\sigma_{00}+\sigma_{11}=0.7434+0.0383=0.7817$ and $\rho=24.65/0.7817=31.5\ \mu\Omega$\,cm, against 35.9 from Boltzmann theory. At 1500 K the sum is $0.1727+0.1072=0.2799$ and $\rho=88\ \mu\Omega$\,cm, against 180. At $T_{\rm IR}$ the model gives 66 $\mu\Omega$\,cm, two thirds of $\rho_{\rm IR}$; the curve bends smoothly through that temperature.

The two end points already give the fit roughly: $T/\rho=300/31.5=9.52$ and $1500/88.0=17.05$, so $\rho_{\rm sat}\approx1200/(17.05-9.52)\approx160\ \mu\Omega$\,cm. The least-squares results, with the largest error relative to the model $\rho$, are:
\begin{center}
\begin{tabular}{lccc}
window (K) & $c$ ($\mu\Omega$\,cm/K) & $\rho_{\rm sat}$ ($\mu\Omega$\,cm) & error\\
300--1500 & 0.134 & 160 & 1.8\%\\
300--800 & 0.129 & 177 & 0.5\%\\
1000--1500 & 0.146 & 148 & 0.1\%
\end{tabular}
\end{center}
A purely linear law $\rho=cT$, fitted in the same way ($q=0$), misses the model $\rho$ by up to 39\%; fitted to the relative error of $\rho$ itself, it misses by up to 30\%. The full fit, $\rho_{\rm sat}=1.6\times10^{-6}\ \Omega$\,m, lies in the range 100--200 $\mu\Omega$\,cm, but it is 1.4 times $\rho_\infty$ and 1.6 times $\rho_{\rm IR}$, and its slope exceeds $c_B$ by 12\%; a $\lambda$ read from $c$ would be high by that amount. Moving the window up lowers $\rho_{\rm sat}$ and raises $c$, in the direction that the two limits indicate. This drift is a numerical finding for these windows; monotonic behaviour at all $s$ was not derived. Errors of 0.5\% and 0.1\% coexist with values of $\rho_{\rm sat}$ that differ by about 20\% of the lower one, so a close fit does not fix that parameter.

The example lies between the two asymptotic regimes. At 1500 K, $\Gamma=1.68t$ is far below the $6t$ needed for (\ref{strong}), and $\sigma_{11}$ has reached half of $\sigma_\infty$. The leading relation $\Gamma^2\approx s-6t^2$, a rough estimate at the edge of convergence, puts $\Gamma=6t$ near $s\approx42t^2$, roughly eight times the value $5.44t^2$ at 1500 K. That corresponds to $T\approx1.2\times10^4$ K, which is no longer small against $T^*=3.05\times10^4$ K. For these parameters $\rho_\infty$ is therefore a reference scale and not an observable plateau. Within the table the Fermi window is a small effect: at 1500 K it raises $\rho$ by 1.9\% relative to the degenerate value.

The large-$N$ formulas were tested against direct Kubo traces on random $4\times4\times4$ lattices with a Lorentzian width $0.4t$, using the same lattice and width in the formulas. For $N=12$ and $s=4t^2$ the traces give $\sigma_{00}=0.2106$ and $\sigma_{11}=0.0871$ against 0.2093 and 0.0867. For $N=5$ the total is $0.2134+0.0879-0.0098=0.2915$ against 0.2960, lower by 1.5\% of the large-$N$ value, with a cross term of about 3\% of it; the sampling noise on this total is about 0.003, while the cross term is systematic, roughly $-0.05/N$ to $-0.06/N$ for $N$ from 2 to 8. The small lattice and the broadening cut off interference over long paths, so this test says nothing about localization at finite $N$. It also draws the displacements from the bare Gaussian, so it does not see the electronic softening of the springs. For $a\ne b$, second-order perturbation theory gives $\delta K/K=-(2\lambda/3N_0N)\,k_BT\sum_n|G_{\rm loc}(i\omega_n)|^2$, with $G_{\rm loc}$ the site-diagonal $G$ at the Matsubara frequencies $\omega_n$; for $N=5$ and $\lambda=1.5$ this is about $-0.24$ at 300 K and $-0.18$ at 1500 K. The mean displacement of the $a=b$ coordinates raises $t$ by $\alpha^2/KN$ times the bond expectation $\sum_\sigma\langle c^\dagger_{ia\sigma}c_{ja\sigma}+{\rm h.c.}\rangle$, which for the same parameters gives $\delta t/t\approx+0.21$ at 300 K and $+0.16$ at 1500 K. Inserted once, without iterating, the softening alone raises $\rho$ by about 25\% and 6\% at these two temperatures, the shift of $t$ alone lowers it by about 29\% and 12\%, and both together lower it by about 9\% and 4\%. The numbers of the example are those of the large-$N$ formulas evaluated at $N=5$, with both feedbacks left out. The numerical check also asserts (\ref{sphere}), the area $S_1$ by two routes, the Born coefficient, $B$, the plateau and its $\Gamma^{-4}$ approach.

The plateau rests on phonons that modulate the hopping. If they instead couple the orbitals within each site, through a random symmetric $N\times N$ matrix with elements of variance $s/N$, then $v_1=0$, and the leading term $\sigma_{00}=4t^2/\pi\Gamma^2\propto1/T$ of (\ref{strong}) is all that remains at large $s$: in that large-$N$ variant (\ref{scba}), $\sigma_{00}$ and $B$ are unchanged, so for degenerate electrons $\rho$ still bends, but $d(1/\sigma_{00})/ds$ only goes from $1/0.745=1.34$ at small $s$ to $\pi/4=0.785$ at large $s$, and $\rho$ keeps rising.

\section*{Calculated quantities}
\begin{verbatim}
inputs: a = 3.0 A, t = 0.25 eV, N = 5, lambda = 1.5
hbar/e^2 = 4108.2 ohm; hbar a/e^2 = 123.25 uOhm cm
sphere z = 1: kF a = 3.094, rho_IR = 381.3 uOhm cm
sphere z = 2: kF a = 3.898, rho_IR = 240.2 uOhm cm
sphere z = 3: kF a = 4.462, rho_IR = 183.3 uOhm cm
sphere z = 5: kF a = 5.290, rho_IR = 130.4 uOhm cm
z for rho_IR = 200 and 100 uOhm cm: 2.63, 7.45
n = 1e21 cm^-3: z = 0.027, rho_IR = 4237 uOhm cm
5 spheres with z = 1 each: rho_IR = 76.3 uOhm cm
free electrons z=1, lambda=0.2: vF = 1.194e+06 m/s, T_IR = 24188 K
20 meV phonon, 300 K: x = 0.387, variance/classical = 1.049
N0 = 0.1427 /t = 0.5707 /eV; Phi0 = 0.3341 t a^2/hbar^2
S_F = 92.88 /a^2 per band; <|v|> = 2.677 t a/hbar = 3.051e+05 m/s
12 pi^3/(S_F a^2) = 4.006; 3 pi/2 = 4.712
cubic band: rho_IR = 98.7 uOhm cm, T_IR = 824 K
Boltzmann slope c_B = 0.1198 uOhm cm/K
plateau: sigma_inf = 0.2122 e^2/(hbar a), rho_inf = 116.2 uOhm cm
Born coefficient s*sigma: formula 0.7455, numerical 0.7455
offset B: formula 0.0685, numerical 0.0685 e^2/(hbar a)
low-T local rho_sat = 360 uOhm cm
s = 1600: Gamma = 39.93 t, excess/(20/(pi Gamma^4)) = 0.978
d(s sigma)/ds at s = 200: 0.2121 e^2/(hbar a)
Kubo N=12 s=4: s00 0.2106 (0.2093) s11 0.0871 (0.0867) cross -0.0026
Kubo N=12 s=20: s00 0.0545 (0.0532) s11 0.1543 (0.1544) cross -0.0005
Kubo N=5 s=4: s00 0.2134 (0.2093) s11 0.0879 (0.0867) cross -0.0098
T/K  s/t^2  Gamma/t  l_B/a  s00  s11 (e^2/hbar a)  rho_B rho fit (uOhm cm)
300 1.087 0.443 2.75 0.7434 0.0383 35.9 31.5 32.1
400 1.450 0.574 2.06 0.5691 0.0481 47.9 39.9 40.1
500 1.812 0.698 1.65 0.4637 0.0569 59.9 47.4 47.2
600 2.174 0.815 1.37 0.3928 0.0646 71.9 53.9 53.5
700 2.537 0.927 1.18 0.3416 0.0715 83.9 59.7 59.1
800 2.899 1.034 1.03 0.3030 0.0777 95.9 64.8 64.2
900 3.262 1.136 0.92 0.2726 0.0832 107.8 69.3 68.7
1000 3.624 1.235 0.82 0.2481 0.0882 119.8 73.3 72.9
1100 3.986 1.330 0.75 0.2278 0.0928 131.8 76.9 76.7
1200 4.349 1.421 0.69 0.2108 0.0969 143.8 80.1 80.2
1300 4.711 1.509 0.63 0.1963 0.1006 155.8 83.0 83.4
1400 5.074 1.595 0.59 0.1837 0.1041 167.8 85.7 86.4
1500 5.436 1.678 0.55 0.1727 0.1072 179.7 88.0 89.1
model rho at T_IR = 65.9 uOhm cm
fit 300-1500 K: c = 0.1337 uOhm cm/K, rho_sat = 160.3 uOhm cm, max err 1.77 %
fit 300-800 K: c = 0.1287 uOhm cm/K, rho_sat = 176.7 uOhm cm, max err 0.47 %
fit 1000-1500 K: c = 0.1460 uOhm cm/K, rho_sat = 147.5 uOhm cm, max err 0.08 %
full fit ratios: c/c_B = 1.116, rho_sat/rho_inf = 1.38, rho_sat/rho_IR = 1.62
full-fit rho_sat = 1.603e-06 ohm m; rho_IR = 9.875e-07 ohm m
best purely linear fit: max err 29.7 %
Fermi-window effect on rho at 1500 K: +1.94 %
degeneracy scale lambda/(N0 kB) = 30501 K
\end{verbatim}
